\section*{Classical magnetoresistance of a bar with one or two carrier groups, part 3}

A long bar carries current along $x$ in a field $\mathbf B=B\hat{\mathbf z}$, with total $J_y=0$; how does its resistance depend on $B$? SI units, $e>0$, $E_i=\sum_j\rho_{ij}J_j$, $\sigma_{ij}$ the inverse tensor, $R_H=\rho_{yx}/B$, $\mathrm{MR}=\rho_{xx}(B)/\rho_{xx}(0)-1$.

Group $\alpha$ has charge $s_\alpha e$ ($s_\alpha=\pm1$), density $n_\alpha$, mass $m_\alpha$, relaxation time $\tau_\alpha$, mobility $\mu_\alpha=e\tau_\alpha/m_\alpha$, $\sigma_\alpha=n_\alpha e\mu_\alpha$, mean velocity $\mathbf v_\alpha$, and $b_\alpha=s_\alpha\mu_\alpha B$, with $|b_\alpha|=\omega_c\tau$, $\omega_c=eB/m_\alpha$.

The first derivation, a force balance, gave
\begin{align}
J_{\alpha x}&=\sigma_\alpha E_x+b_\alpha J_{\alpha y},\label{eq:x}\\
J_{\alpha y}&=\sigma_\alpha E_y-b_\alpha J_{\alpha x},\label{eq:y}\\
\text{one group:}\quad & \mathrm{MR}=0,\qquad \rho_{yx}=\frac{sB}{ne},\label{eq:one}\\
\text{two groups:}\quad & \mathrm{MR}=\frac{\sigma_1\sigma_2\,(s_1\mu_1-s_2\mu_2)^2B^2}{(\sigma_1+\sigma_2)^2+e^2\mu_1^2\mu_2^2\,(s_1n_1+s_2n_2)^2B^2}.\label{eq:two}
\end{align}
In a Corbino disk $E_y=0$ and $E_x/J_x=(1+\mu^2B^2)/\sigma$.

With $j=J_{1y}=-J_{2y}$, $\sigma_0=\sigma_1+\sigma_2$, $\Delta=b_1-b_2$, and electrons (1: $n,\mu_e$) and holes (2: $p,\mu_h$), $A=n\mu_e+p\mu_h$, $D=A^2+(p-n)^2\mu_e^2\mu_h^2B^2$:
\begin{gather}
\mathrm{MR}=\sigma_0\frac{E_x}{J_x}-1=-\Delta\,\frac{j}{J_x}.\label{eq:mrj}\\
\rho_{yx}=\frac{B\,[\,p\mu_h^2-n\mu_e^2+(p-n)\mu_e^2\mu_h^2B^2\,]}{eD},\label{eq:ryx}\\
\mathrm{MR}=\frac{aB^2}{1+B^2/B_*^2},\qquad a=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2}{A^2},\qquad B_*=\frac{A}{|p-n|\,\mu_e\mu_h}.\label{eq:law}\\
\frac{d\ln\mathrm{MR}}{d\ln B}=2-\frac{2B^2/B_*^2}{1+B^2/B_*^2}=\frac{2}{1+B^2/B_*^2}.\label{eq:slope}\\
\rho_{xx}J_x^2=\sum_\alpha\frac{|\mathbf J_\alpha|^2}{\sigma_\alpha}.\label{eq:heat}\\
J_x=\frac{e(p-n)}{B}E_y+j\,\Big(\frac1{\mu_eB}+\frac1{\mu_hB}\Big).\label{eq:nohall}
\end{gather}
For $p=n$,
\begin{equation}
\mathrm{MR}=\mu_e\mu_hB^2,\qquad \rho_{yx}=\frac{B\,(\mu_h^2-\mu_e^2)}{ne(\mu_e+\mu_h)^2}=\frac{B\,(\mu_h-\mu_e)}{ne\,(\mu_e+\mu_h)}\label{eq:comp}
\end{equation}
$\mathrm{MR}_\infty=aB_*^2$ and $\rho_\infty$ are high-field limits. At high field both groups share the drift $\mathbf E\times\mathbf B/B^2$, along $x$ if $p\ne n$ and $B\gg B_*$.

The second derivation solved the Boltzmann equation for $g=f-f_0$ ($f_0(\varepsilon)$ the Fermi function, $f_0'=df_0/d\varepsilon$), with scattering rate $W(\theta)$ per solid angle and $1/\tau=\int d\Omega'\,W(\theta)(1-\cos\theta)$. With $\tilde a=a_x+\mathrm ia_y$, $\tilde J=\hat\sigma\tilde E$ and signed mass $m$,
\begin{gather}
\hat\sigma=\frac{\sigma}{1+\mathrm ib},\qquad \sigma=ne\mu,\qquad \mu=\frac{e\tau}{|m|},\qquad b=s\mu B,\qquad s=-\operatorname{sgn}m .\label{eq:sighat}\\
\mathrm{MR}=\langle b^2\rangle_\sigma-\langle b\rangle_\sigma^2 .\label{eq:var}
\end{gather}
The last holds at low field; $\langle\cdot\rangle_\sigma$ is weighted by zero-field conductivity.

The example uses $n=1.00\times10^{26}\,\mathrm{m^{-3}}$, $p=0.8n$ or $p=n$, $\mu_e=2.0$, $\mu_h=1.0\ \mathrm{m^2/(V\,s)}$, and masses $0.5$ and $0.8$ electron masses.

\section{What each derivation assumes}

The two roads end in the same pair of equations, since (\ref{eq:x}) and (\ref{eq:y}) combine into $\tilde J_\alpha=\sigma_\alpha\tilde E-\mathrm ib_\alpha\tilde J_\alpha$, which is (\ref{eq:sighat}). They reach it on different premises.

The force balance follows only the first moment of the distribution. The equation for that moment closes because the force is linear in the velocity, the momentum is a constant mass times the velocity, and the collision rate is the same for all carriers. It needs no statistics, so where its premises hold it is valid for a degenerate and a nondegenerate gas alike. It takes the sign, density and mass of the carriers as given: the hole is an input. It cannot describe a nonparabolic band or an energy-dependent $\tau$, and so it cannot detect that the null result has a condition; a single $b$ is built in from the first line. Its strength is that it imposes the boundary condition before solving, which displays the circulating current $j$, the identity (\ref{eq:mrj}) and the loss of the Hall field in (\ref{eq:nohall}).

The Boltzmann derivation follows every state near the Fermi level. It assumes the semiclassical equations of motion, linear response in $\mathbf E$, and a collision term of relaxation-time form, which is exact for elastic scattering that depends only on the scattering angle in an isotropic band. It replaces the parabolic band by any monotonic isotropic one, identifies the mass as the cyclotron mass $\hbar k/|v|$ at the conducting energy, and derives the sign and density of holes. In exchange it must state when a band has one $b$: at $k_BT\ll E_F$ with $m$ and $\tau$ smooth on the scale of $k_BT$, or for $\tau/|m|$ independent of energy. The case of constant $\tau$ and constant $m$ is the overlap with the force balance. Because it represents a band as a sum over shells and harmonics, it shows that at low field the one-group and two-group results are two cases of one rule, equation (\ref{eq:var}), and it gives the size of the violations.

Four assumptions are common to both. The groups relax independently; friction between electrons and holes would add a force proportional to $\mathbf v_1-\mathbf v_2$ in the first derivation and couple the two functions $g$ in the second, and (\ref{eq:two}) does not include it. The sample is uniform, and so wide that the layers near its side faces carry little of the current. The densities and relaxation times do not depend on $B$. And the orbits are not quantized, which requires many occupied Landau levels: $\hbar\omega_c\ll E_F$ in a degenerate gas and $\hbar\omega_c\ll k_BT$ in a nondegenerate one. The interesting regime has $\omega_c\tau\gg1$. The width of the levels, however, is set by the total collision rate $\int d\Omega'\,W(\theta)$, which is larger than $1/\tau$ when small-angle scattering prevails. If $\omega_c$ is large against that rate too, the resistance carries quantum oscillations unless temperature removes them (the average over $-f_0'$ damps the fundamental harmonic by $\chi/\sinh\chi$ with $\chi=2\pi^2k_BT/\hbar\omega_c$, which is about $0.03$ at $k_BT=0.3\,\hbar\omega_c$), and the formulas describe at best the smooth background on which they ride. The unlimited growth at compensation is a property of this classical model. An imbalance of the densities ends it at fields above $B_*$, as long as all orbits are closed. A Fermi surface with open orbits falls outside this rule. If the orbits run along $k_y$, the velocity $v_x$ keeps a nonzero average along the orbit, so that at high field $\sigma_{xx}$ tends to a constant while $\sigma_{yy}\propto B^{-2}$ and $\sigma_{xy}\propto B^{-1}$, and $\rho_{yy}=\sigma_{xx}/(\sigma_{xx}\sigma_{yy}-\sigma_{xy}\sigma_{yx})$ grows as $B^2$ with no compensation at all. The failure of another assumption need not end it. Friction between electrons and holes is an example: it cancels in the sum of the forces on the two groups, and with both drifting at the speed $E_x/B$ the balance $J_xB\simeq ne(1/\mu_e+1/\mu_h)E_x/B$ gives the same $B^2$ term in $\rho_{xx}$ with or without it. What friction changes is the zero-field resistivity, which it raises, so that the ratio MR becomes smaller.

\section{Worked example}

The parameters are round model values: $n=1.00\times10^{26}\,\mathrm{m^{-3}}$, $\mu_e=2.0$ and $\mu_h=1.0\ \mathrm{m^2/(V\,s)}$, and either $p=8.00\times10^{25}\,\mathrm{m^{-3}}=0.8n$ or $p=n$. The masses are $0.5$ and $0.8$ electron masses, which makes $\tau_e=5.686$ ps and $\tau_h=4.549$ ps; they do not enter the steady resistivity. The digits below serve to check the arithmetic of the model. The tabulated values, the Hall resistivities $\rho_{yx}$ and the partial currents come from following Newton's equations in time for a bar whose field $E_y$ is charged by $J_y$ until $J_y$ vanishes, and the program asserts that the resulting magnetoresistance agrees with (\ref{eq:one}), (\ref{eq:law}) and (\ref{eq:comp}) at each of the five fields.

The conductivities are $\sigma_e=3.2044\times10^7$ S/m and $\sigma_h=1.2817\times10^7$ S/m for $p=0.8n$, or $1.6022\times10^7$ S/m for $p=n$. The zero-field resistivities are
\begin{align}
\text{electrons only:}\quad&1/3.2044\times10^{7}=3.1208\times10^{-8}\ \Omega\,\mathrm m=3.12\ \mu\Omega\,\mathrm{cm},\nonumber\\
p=0.8n:\quad&1/[(3.2044+1.2817)\times10^{7}]=2.2291\times10^{-8}\ \Omega\,\mathrm m=2.23\ \mu\Omega\,\mathrm{cm},\nonumber\\
p=n:\quad&1/[(3.2044+1.6022)\times10^{7}]=2.0805\times10^{-8}\ \Omega\,\mathrm m=2.08\ \mu\Omega\,\mathrm{cm}.\nonumber
\end{align}
With electrons alone the computed magnetoresistance is at most $3\times10^{-14}$ in magnitude up to 30 T, which is rounding error, although $\mu_eB$ reaches $2.0\times30=60$. The Hall resistivity is $-6.2415\times10^{-8}\ \mathrm{m^3/C}$ times $B$, for instance $-4.369\times10^{-7}\ \Omega\,$m at 7 T. The same electrons in a Corbino disk have $\mathrm{MR}=(2.0\times1)^2=4$ at 1 T.

For $p=0.8n$, measuring densities in units of $n$, $A=2.0+0.8\times1.0=2.8$, that is $2.800\times10^{26}\ \mathrm{(m\,V\,s)^{-1}}$, and
\begin{align}
a&=\frac{0.8\times2.0\times1.0\times3.0^2}{2.8^2}=1.8367\ \mathrm{T^{-2}},\qquad B_*=\frac{2.8}{0.2\times2.0\times1.0}=7.0\ \mathrm T,\nonumber\\
\mathrm{MR}_\infty&=1.8367\times7.0^2=90,\nonumber\\
\rho_\infty&=(1+90)\times2.2291\times10^{-8}=2.0285\times10^{-6}\ \Omega\,\mathrm m=203\ \mu\Omega\,\mathrm{cm}.\nonumber
\end{align}
For $p=n$ the coefficient is $\mu_e\mu_h=2.0\ \mathrm{T^{-2}}$. The computed values are

\begin{center}
\begin{tabular}{rrrrr}
$B$ (T) & MR, $p=0.8n$ & MR, $p=n$ & $j/J_x$, $p=0.8n$ & $j/J_x$, $p=n$\\
0.1 & 0.0184 & 0.0200 & 0.0612 & 0.0667\\
1 & 1.80 & 2.00 & 0.600 & 0.667\\
7 & 45.0 & 98.0 & 2.143 & 4.667\\
14 & 72.0 & 392 & 1.714 & 9.333\\
30 & 85.35 & 1800 & 0.948 & 20.0\\
\end{tabular}
\end{center}

Writing (\ref{eq:law}) as $\mathrm{MR}_\infty B^2/(B^2+B_*^2)$ reproduces the second column: $90\times1/50=1.80$ at 1 T, $90\times49/98=45$ at 7 T, $90\times196/245=72$ at 14 T and $90\times900/949=85.35$ at 30 T. At 1 T the uncompensated value is 0.9 of the compensated one, and the two curves could hardly be told apart by shape: the local exponent (\ref{eq:slope}) is $2/(1+1/49)=1.960$ there. It is $1.000$ at 7 T and $0.103$ at 30 T, where the compensated magnetoresistance is $1800/85.35\approx21$ times larger.

The identity (\ref{eq:mrj}), with $-\Delta=(\mu_e+\mu_h)B=3.0B$, links the columns: at 7 T, $21\times2.1429=45.0$ and $21\times4.6667=98.0$. The transverse current rises without limit at compensation, as $2.0B/3.0$ from (\ref{eq:nohall}). For $p=0.8n$ it rises and then falls, because by (\ref{eq:mrj}) and (\ref{eq:law}) it is proportional to $B/(1+B^2/B_*^2)$, whose derivative vanishes at $B=B_*$.

The partial currents along the bar at 7 T for $p=0.8n$ are $J_{ex}/J_x=2.8571$ and $J_{hx}/J_x=-1.8571$: the holes already carry current against the total. From (\ref{eq:x}), with $E_x/J_x=46\times2.2291\times10^{-8}=1.0254\times10^{-6}\ \Omega\,$m,
\begin{align}
J_{ex}/J_x&=3.2044\times10^7\times1.0254\times10^{-6}-14\times2.1429=32.86-30.00=2.86,\nonumber\\
J_{hx}/J_x&=1.2817\times10^7\times1.0254\times10^{-6}-7\times2.1429=13.14-15.00=-1.86.\nonumber
\end{align}
This is the approach to the common drift along $x$, in which the ratios tend to $n/(n-p)=5$ and $-p/(n-p)=-4$. The loss formula (\ref{eq:heat}), which the program asserts at all five fields, gives at 7 T
\begin{equation}
\frac{2.8571^2+2.1429^2}{3.2044\times10^7}+\frac{1.8571^2+2.1429^2}{1.2817\times10^7}=(3.980+6.274)\times10^{-7}=1.0254\times10^{-6}\ \Omega\,\mathrm m,\nonumber
\end{equation}
equal to $\rho_{xx}$.

The Hall response separates the two cases as clearly. For $p=0.8n$, (\ref{eq:ryx}) gives at low field $R_H=(0.8-4.0)/2.8^2\times6.2415\times10^{-8}=-2.5476\times10^{-8}\ \mathrm{m^3/C}$ and at high field $-6.2415\times10^{-8}/0.2=-3.1208\times10^{-7}\ \mathrm{m^3/C}$, about twelve times larger in magnitude. At 7 T the bracket is $-3.2-0.2\times4\times49=-42.4$ and $D/n^2=2\times2.8^2=15.68$, so $\rho_{yx}=-(42.4/15.68)\times7\times6.2415\times10^{-8}=-1.181\times10^{-6}\ \Omega\,$m. For $p=n$, $R_H=(1.0-2.0)/3.0\times6.2415\times10^{-8}=-2.0805\times10^{-8}\ \mathrm{m^3/C}$ at all fields. At 30 T the ratio $|E_y/E_x|$ is $8.918\times10^{-6}/(86.35\times2.2291\times10^{-8})\approx4.6$ for $p=0.8n$, where the electric field has turned mostly across the bar, and $6.242\times10^{-7}/(1801\times2.0805\times10^{-8})\approx0.017$ for $p=n$, where it lies almost along the bar.

For parabolic electrons with these parameters $E_F=157.1$ meV, and $\hbar\omega_c$ is $1.621$ meV at 7 T and $6.946$ meV at 30 T, or $0.0103$ and $0.0442$ of $E_F$. The ratio equals $2eB/(\hbar k_F^2)$ and does not contain the mass, so for the holes it is larger only by the factor $(n/p)^{2/3}$. Many levels are occupied throughout the range, but with $\omega_c\tau=14$ for the electrons at 7 T quantum oscillations can appear if small-angle scattering is weak and the temperature is low, and the values above are to be read as the smooth classical part of the resistance. The program that performs these tests, together with a symbolic solution of the force equations and comparisons on random sets of carriers of either sign, follows with its output.

\section*{Computed values}
\begin{verbatim}
n = 1.00e+26 m^-3, p = 8.00e+25 m^-3 (compensated case p = n)
mu_e = 2.0, mu_h = 1.0 m^2/(V s); m_e* = 0.5, m_h* = 0.8 m_e
tau_e = 5.686 ps, tau_h = 4.549 ps
sigma_e = 3.2044e+07, sigma_h(p) = 1.2817e+07, sigma_h(p=n) = 1.6022e+07 S/m
A = n mu_e + p mu_h = 2.800e+26 1/(m V s)
rho0 electrons only = 3.1208e-08 ohm m = 3.1208 uohm cm
rho0 p=0.8n = 2.2291e-08 ohm m = 2.2291 uohm cm
rho0 p=n = 2.0805e-08 ohm m = 2.0805 uohm cm
p=0.8n: a = 1.8367 T^-2, Bstar = 7.000 T, MR_inf = 90.00
p=0.8n: rho_inf = 2.0285e-06 ohm m = 202.85 uohm cm
p=n: a = mu_e mu_h = 2.000 T^-2
R_H electrons only = -6.2415e-08 m^3/C
R_H p=0.8n: low field -2.5476e-08, high field -3.1208e-07 m^3/C
R_H p=n, all fields = -2.0805e-08 m^3/C
B =  0.1 T: |MR| one band 2e-16; MR p=0.8n 0.0184; MR p=n 0.0200
   rho_yx (ohm m): one -6.242e-09, p=0.8n -2.553e-09, p=n -2.081e-09
   J_ey/J_x = -J_hy/J_x: p=0.8n 0.0612, p=n 0.0667
B =  1.0 T: |MR| one band 0e+00; MR p=0.8n 1.8000; MR p=n 2.0000
   rho_yx (ohm m): one -6.242e-08, p=0.8n -3.121e-08, p=n -2.081e-08
   J_ey/J_x = -J_hy/J_x: p=0.8n 0.6000, p=n 0.6667
B =  7.0 T: |MR| one band 5e-15; MR p=0.8n 45.0000; MR p=n 98.0000
   rho_yx (ohm m): one -4.369e-07, p=0.8n -1.181e-06, p=n -1.456e-07
   J_ey/J_x = -J_hy/J_x: p=0.8n 2.1429, p=n 4.6667
B = 14.0 T: |MR| one band 8e-15; MR p=0.8n 72.0000; MR p=n 392.0000
   rho_yx (ohm m): one -8.738e-07, p=0.8n -3.567e-06, p=n -2.913e-07
   J_ey/J_x = -J_hy/J_x: p=0.8n 1.7143, p=n 9.3333
B = 30.0 T: |MR| one band 3e-14; MR p=0.8n 85.3530; MR p=n 1800.0000
   rho_yx (ohm m): one -1.872e-06, p=0.8n -8.918e-06, p=n -6.242e-07
   J_ey/J_x = -J_hy/J_x: p=0.8n 0.9484, p=n 20.0000
p=0.8n, 7 T: J_ex/J_x = 2.8571, J_hx/J_x = -1.8571
dlnMR/dlnB p=0.8n at 1, 7, 30 T: 1.960, 1.000, 0.103
Corbino MR, electrons only, 1 T = 4.000
electrons, 7 T: hbar omega_c = 1.621 meV, ratio to E_F = 0.0103
electrons, 30 T: hbar omega_c = 6.946 meV, ratio to E_F = 0.0442
electron E_F = 157.1 meV
orbit integration (hbar=tau=e=1, beta=0.1, E_F=0.6, B=2): omega_c tau = 2.80
   isotropic |MR| = 2e-11; warped (0.3) MR = 0.01351
nondegenerate tau~eps^-1/2: MR/(mu B)^2 = 0.3792
degenerate kT/E_F = 0.005, omega_c tau = 1: MR = 1.0280e-05, leading formula 1.0281e-05
\end{verbatim}
